\section*{Weizsäcker Bound and Hoffmann-Ostenhof Inequality for the Electron Density}

\section{Kinetic energy and the density}

\textbf{Q.} The density depends on three coordinates, an $N$-electron wave function on $3N$ position coordinates and $N$ spins. Can the density alone say anything firm about the kinetic energy?

\textbf{A.} It gives a lower bound. I use atomic units and a normalised antisymmetric $\psi(x_1,\dots,x_N)$, with $x=(\mathbf r,\sigma)$ and finite kinetic energy. Fix the position $\mathbf r$ of electron 1 and collect all other variables in $Y=(\sigma_1,x_2,\dots,x_N)$; $\int dY$ includes the spin sums. Define
\begin{equation}
\rho(\mathbf r)=N\!\int|\psi|^2dY,\qquad
K(\mathbf r)=\frac N2\int|\nabla_1\psi|^2dY .
\end{equation}
By antisymmetry every electron contributes equally to the kinetic energy, so $T=\int K\,d^3r$. Differentiating the density gives
\begin{equation}
\nabla\rho=2N\,\mathrm{Re}\!\int\psi^*\nabla_1\psi\,dY .
\label{grad}
\end{equation}
Where $\rho>0$, set $\mathbf a=\nabla\rho/(2\rho)$, a real vector depending on $\mathbf r$ alone, and expand a square:
\begin{align}
\frac N2\int|\nabla_1\psi-\mathbf a\psi|^2dY
&=K-N\mathbf a\cdot\mathrm{Re}\!\int\psi^*\nabla_1\psi\,dY+\frac{|\mathbf a|^2}{2}\rho\nonumber\\
&=K-\frac{\mathbf a\cdot\nabla\rho}{2}+\frac{|\mathbf a|^2\rho}{2}\nonumber\\
&=K-\frac{|\nabla\rho|^2}{4\rho}+\frac{|\nabla\rho|^2}{8\rho}
=K-\frac{|\nabla\rho|^2}{8\rho}.
\label{square}
\end{align}
The left side cannot be negative, so $|\nabla\rho|^2\le8\rho K$. Since $\nabla\sqrt\rho=\nabla\rho/(2\sqrt\rho)$, integration gives
\begin{equation}
T\ \ge\ T_W=\frac12\int|\nabla\sqrt\rho|^2d^3r=\int\frac{|\nabla\rho|^2}{8\rho}\,d^3r .
\label{bound}
\end{equation}
$T_W$ is the Weizsäcker kinetic energy.

\textbf{Q.} You divided by $\rho$. What happens where it vanishes?

\textbf{A.} There $\psi(\mathbf r,Y)=0$ for almost every $Y$, so $\nabla\rho=0$ by (\ref{grad}). To see that no hidden contribution arises, take $u_\eta=\sqrt{\rho+\eta^2}$ with $\eta>0$. Its gradient is $\nabla\rho/(2u_\eta)$, and
\begin{equation}
|\nabla u_\eta|^2=\frac{|\nabla\rho|^2}{4(\rho+\eta^2)}\le\frac{2K\rho}{\rho+\eta^2}\le2K .
\label{eta}
\end{equation}
As $\eta\to0$, $\nabla u_\eta$ tends almost everywhere to $\nabla\rho/(2\sqrt\rho)$ where $\rho>0$ and to zero elsewhere. It is dominated by the square-integrable function $\sqrt{2K}$, so it converges in the mean square, and its limit is the weak gradient of $\sqrt\rho$. Thus (\ref{bound}) holds with zeros included.

\section{When the two energies coincide}

\textbf{Q.} I have heard that equality requires a single spatial orbital. Does that follow?

\textbf{A.} It follows under a condition: $\rho$ is continuous and the region $\Omega=\{\rho>0\}$ is connected. If $T=T_W$, the non-negative quantity (\ref{square}) integrates to zero, so $\nabla_1\psi=\mathbf a\psi$ almost everywhere in $\Omega$. Hence
\begin{equation}
\nabla_1\frac{\psi}{\sqrt{\rho(\mathbf r_1)}}
=\frac{1}{\sqrt\rho}\left(\nabla_1\psi-\frac{\nabla\rho}{2\rho}\psi\right)=0 .
\end{equation}
By antisymmetry the same is true for every electron. The function $\psi/\prod_i\sqrt{\rho(\mathbf r_i)}$ therefore has no gradient in any position on the connected set $\Omega^N$, and can depend on the spins alone:
\begin{equation}
\psi=S(\sigma_1,\dots,\sigma_N)\prod_{i=1}^N\sqrt{\rho(\mathbf r_i)} .
\end{equation}
All electrons share the orbital $\sqrt{\rho/N}$, up to a constant phase. The spatial product is symmetric, so $S$ must be antisymmetric. A spin has two values. With three or more electrons, two spin arguments always coincide, and then $S=0$. Equality thus leaves $N=1$, or $N=2$ in a singlet, and under the stated condition the bound is strict for $N\ge3$.

Conversely, let one or two electrons occupy a real orbital $\phi$. Then $\sqrt\rho=\sqrt N|\phi|$, and $|\nabla|\phi||=|\nabla\phi|$ almost everywhere, so $T_W=\frac N2\int|\nabla\phi|^2=T$.

\textbf{Q.} Is connectedness more than a technical convenience?

\textbf{A.} Without it the statement is false. Take the hydrogenic orbital $\phi=2p_z$ with $Z=1$, and put two electrons of the same spin into $\phi$ and $|\phi|$. These are orthogonal, since one is odd in $z$ and the other even, so their determinant is a legitimate state, though not an energy eigenstate. The density is $2\phi^2$, and
\begin{equation}
T=\frac12\int\left(|\nabla\phi|^2+|\nabla|\phi||^2\right)d^3r
=\int|\nabla\phi|^2d^3r=T_W .
\end{equation}
Both energies are $0.2500$ hartree, yet there are two orbitals. The combinations $(|\phi|\pm\phi)/\sqrt2$ show why: each lives in one lobe, and the lobes do not overlap. Replacing the pair by $1s$ and $2p_z$ makes the positive region connected. Then $T=0.6250$ and $T_W=0.5050$ hartree.

\textbf{Q.} And does one orbital guarantee equality?

\textbf{A.} Only if its phase is constant on each connected part of the region $\rho>0$; a real orbital, which can change sign only across a node, qualifies. For $\phi=|\phi|e^{i\theta}$,
\begin{equation}
|\nabla\phi|^2=|\nabla|\phi||^2+|\phi|^2|\nabla\theta|^2 .
\end{equation}
The second term is the energy of a current, which the density does not record. For $2p_{+1}$ the phase is the azimuthal angle, so $|\nabla\theta|^2=1/s^2$ with $s$ the distance from the axis, and $|\phi|^2=s^2e^{-r}/(64\pi)$. Therefore
\begin{equation}
T-T_W=\frac12\int\frac{e^{-r}}{64\pi}\,d^3r=\frac12\cdot\frac{8\pi}{64\pi}=\frac1{16}\ \text{hartree},
\end{equation}
in agreement with the computed $0.1250-0.0625$.

\textbf{Q.} How large is the gap in real atoms?

\textbf{A.} For a closed-shell determinant of real orbitals it has a simple form. With $\rho=2\sum_i\phi_i^2$ one has $K=\sum_i|\nabla\phi_i|^2$ and $\nabla\rho=4\sum_i\phi_i\nabla\phi_i$. Hence
\begin{align}
K-\frac{|\nabla\rho|^2}{8\rho}
&=\frac{\sum_i\phi_i^2\sum_j|\nabla\phi_j|^2-\left|\sum_i\phi_i\nabla\phi_i\right|^2}{\sum_i\phi_i^2}\nonumber\\
&=\frac2\rho\sum_{i<j}|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i|^2 ,
\label{pairs}
\end{align}
the last step being Lagrange's identity. The gap measures how the ratios of the orbitals vary in space. Hartree--Fock calculations for free atoms in the def2-QZVP basis give, in hartree:
\begin{center}
\begin{tabular}{lrrr}
atom & $T$ & $T_W$ & $T_W/T$\\
He & 2.8616 & 2.8616 & 1.000\\
Li & 7.4327 & 7.1946 & 0.968\\
Be & 14.5730 & 13.6620 & 0.937\\
Ne & 128.5469 & 90.6131 & 0.705
\end{tabular}
\end{center}
Helium has one doubly occupied orbital in this approximation, hence equality. The calculation for lithium is spin-unrestricted. These values omit correlation, relativity and nuclear motion, and carry a basis error: near the Hartree--Fock limit $T$ and $T_W$ rise by up to about $0.0002$ hartree (largest for neon), which affects the last digit shown but leaves the ratios unchanged.

\textbf{Q.} Then for the true helium ground state equality should be lost.

\textbf{A.} Yes. Its density is continuous and positive everywhere, so equality would require a product $\phi(\mathbf r_1)\phi(\mathbf r_2)$. Dividing the Schrödinger equation by that product would give $h(\mathbf r_1)+h(\mathbf r_2)+1/r_{12}=E$ with $h=-\Delta\phi/(2\phi)-2/r$. This is impossible: a mixed derivative in one coordinate of each electron removes the two $h$ terms and $E$, but not $1/r_{12}$. Full configuration interaction in the same basis gives $T=2.9023$ and $T_W=2.8662$ hartree. The difference is $0.0361$ hartree. These values are not converged in the basis: a wave function containing $r_{12}$ explicitly gives $T=2.9037$ and $T_W=2.8671$ hartree, a difference of $0.0366$ hartree, about $1.3\%$ of $T$.

\section{A differential relation for the square root}

\textbf{Q.} So far $\psi$ was arbitrary. What more can be said about $\sqrt\rho$ if $\psi$ solves the Schrödinger equation?

\textbf{A.} Let $H_N\psi=E\psi$, with
\begin{equation}
H_N=\sum_i\left[-\tfrac12\Delta_i+v(\mathbf r_i)\right]+\sum_{i<j}\frac1{r_{ij}},
\end{equation}
a real potential $v$ and no magnetic field. For an atom with a fixed nucleus, $v=-Z/r$. Separate electron 1 from the others:
\begin{equation}
H_N=-\tfrac12\Delta_1+v(\mathbf r_1)+\sum_{j\ge2}\frac1{r_{1j}}+H_{N-1}(2,\dots,N).
\label{split}
\end{equation}
Multiply the eigenvalue equation by $N\psi^*$, integrate over $Y$ and take the real part. The Laplacian needs care. Differentiating (\ref{grad}) once more,
\begin{equation}
\Delta\rho=2N\,\mathrm{Re}\!\int\psi^*\Delta_1\psi\,dY+2N\!\int|\nabla_1\psi|^2dY ,
\end{equation}
where the last term is $4K$. Multiplying by $-\frac14$ and rearranging,
\begin{equation}
N\,\mathrm{Re}\!\int\psi^*\left(-\tfrac12\Delta_1\psi\right)dY=-\tfrac14\Delta\rho+K .
\label{lap}
\end{equation}
On the other hand, with $u=\sqrt\rho$, $\Delta\rho=2u\Delta u+2|\nabla u|^2$, so
\begin{equation}
-\tfrac12u\Delta u=-\tfrac14\Delta\rho+\frac{|\nabla\rho|^2}{8\rho}.
\label{root}
\end{equation}
Subtracting (\ref{root}) from (\ref{lap}) leaves the kinetic excess already met in (\ref{square}). Define
\begin{align}
w_1&=\frac1\rho\left(K-\frac{|\nabla\rho|^2}{8\rho}\right),\qquad
w_2=\frac N\rho\int\sum_{j\ge2}\frac{|\psi|^2}{r_{1j}}\,dY,\\
w_3&=\frac N\rho\int\psi^*H_{N-1}\psi\,dY-E_{N-1},
\end{align}
where $E_{N-1}$ is the lowest energy of $H_{N-1}$, that is, the bottom of its spectrum. The integrated equation is
\begin{equation}
-\tfrac12u\Delta u+\left(w_1+v+w_2+w_3+E_{N-1}\right)\rho=E\rho .
\end{equation}
With $I=E_{N-1}-E$, division by $u$ gives
\begin{equation}
\left(-\tfrac12\Delta+v+I\right)\sqrt\rho=-(w_1+w_2+w_3)\sqrt\rho .
\label{identity}
\end{equation}
For an atomic ground state, $I$ is the ionisation energy.

\textbf{Q.} That is an identity with three complicated functions. Where is the gain?

\textbf{A.} In their signs. By (\ref{square}), $w_1\ge0$. The function $w_2$ is the mean repulsion felt by an electron found at $\mathbf r$, so it is non-negative. For $w_3$, fix $x_1$: the remaining function of $x_2,\dots,x_N$ is antisymmetric, so the variational principle makes its energy integral at least $E_{N-1}$ times its squared norm. Summing over $\sigma_1$ gives $w_3\ge0$. Hence
\begin{equation}
\left(-\tfrac12\Delta+v+I\right)\sqrt\rho\ \le\ 0 ,
\label{ho}
\end{equation}
the Hoffmann-Ostenhof inequality. The argument also covers excited states, with their own $E$ in $I$. It uses repulsion: for attracting particles $w_2$ would be negative, and this proof would fail.

\textbf{Q.} At a zero of $\rho$, the square root may have a kink. What does its Laplacian mean there?

\textbf{A.} Then (\ref{ho}) is read after integration against smooth functions $g\ge0$ that vanish outside a bounded region. Before division by $u$, the equation reads $\frac12\Delta\rho=2K+2(v+I+w_2+w_3)\rho$. Using $u_\eta$ again, and (\ref{eta}),
\begin{equation}
u_\eta\Delta u_\eta=\tfrac12\Delta\rho-|\nabla u_\eta|^2
\ge2K+2(v+I)\rho-2K=2(v+I)\rho .
\end{equation}
Divide by $u_\eta$, multiply by $g$ and move the Laplacian onto $g$:
\begin{equation}
\int u_\eta\Delta g\,d^3r\ \ge\ 2\int(v+I)\frac{\rho}{u_\eta}\,g\,d^3r .
\end{equation}
As $\eta\to0$, $u_\eta\to\sqrt\rho$, while $\rho/u_\eta\le\sqrt\rho$ and tends to $\sqrt\rho$. The Coulomb potential is locally square-integrable, so both limits exist and (\ref{ho}) follows in this weak sense. The nucleus adds no point term, because the second derivatives of a Coulomb eigenfunction are square-integrable.

Hydrogen $2p_z$ shows the kink at work. Here $I=\frac18$, and away from the plane $z=0$ the function $|\phi|$ satisfies (\ref{ho}) with equality. Take $g=e^{-r}$. It has a cusp at the nucleus, but only one derivative is moved by parts here, and for that its bounded gradient and its decay suffice. In each half-space the outward derivative of $|\phi|$ at the plane is $-|\partial_z\phi|$, so
\begin{align}
&\int\left[\tfrac12\nabla|\phi|\cdot\nabla g+\left(-\tfrac1r+\tfrac18\right)|\phi|g\right]d^3r
=-\int_{z=0}g\,|\partial_z\phi|\,dA\nonumber\\
&\qquad=-\frac{2\pi}{\sqrt{32\pi}}\int_0^\infty q\,e^{-3q/2}dq=-0.2785 .
\end{align}
Direct integration of the left side gives the same value. The kink has the permitted sign.

\section{An interacting case without approximation}

\textbf{Q.} I would like to see the three terms for electrons that really interact.

\textbf{A.} Take two electrons in a singlet in the well $v=\omega^2r^2/2$ with $\omega=\frac12$, so $v=r^2/8$. Let $s=r_{12}$, $f=1+s/2$, $G=e^{-(r_1^2+r_2^2)/4}$ and $\psi\propto fG$. The Gaussian alone gives
\begin{equation}
-\frac1{2G}(\Delta_1+\Delta_2)G=\frac32-\frac{r_1^2+r_2^2}8 ,
\end{equation}
whose second part cancels the well. The cross terms use $\nabla_1f=(\mathbf r_1-\mathbf r_2)/(2s)=-\nabla_2f$ and $\nabla_iG=-\mathbf r_iG/2$; they contribute $+s/(4f)$. Finally $\Delta_1f=\Delta_2f=1/s$ contributes $-1/(sf)$. Together with the repulsion,
\begin{equation}
\frac{s}{4f}-\frac1{sf}+\frac1s=\frac{s}{4f}+\frac{f-1}{sf}
=\frac{s/4+1/2}{f}=\frac12 .
\end{equation}
So $E=2$ hartree. One electron alone has $E_1=\frac32\omega=0.75$, and $I=-1.25$ hartree. It is negative because $v\ge0$ here: in the expectation value of (\ref{split}) the kinetic, well and repulsion terms of electron 1 are positive and the rest is at least $E_1$, so $E>E_1$. The proof never used its sign.

Write $L$ for the left side of (\ref{identity}) divided by $\sqrt\rho$. It was found from finite differences of $\sqrt\rho$, and the $w_i$ from conditional integrals, with $\rho$ and its slope also entering $w_1$. In hartree, with $r$ in bohr:
\begin{center}
\begin{tabular}{rrrrr}
$r$ & $L$ & $w_1$ & $w_2$ & $w_3$\\
0.5 & $-0.6972$ & 0.0333 & 0.6279 & 0.0360\\
1.0 & $-0.6140$ & 0.0243 & 0.5572 & 0.0325\\
3.0 & $-0.3162$ & 0.0038 & 0.2953 & 0.0170\\
6.0 & $-0.1680$ & 0.0005 & 0.1601 & 0.0074
\end{tabular}
\end{center}
At $r=1$ bohr the sum is $0.0243+0.5572+0.0325=0.6140$, as required. Over the sampled points the identity holds to better than $10^{-6}$ hartree. Repulsion dominates there, and at 6 bohr $w_2$ is close to $1/r=0.1667$, the value for a partner at the centre. The kinetic term is small but positive: overall, $T=0.6644$ and $T_W=0.6352$ hartree.

\textbf{Q.} If repulsion dominates, does the inequality become empty without it?

\textbf{A.} No. Dropping the repulsion sets $w_2=0$ and leaves the proof intact. For $1s^2$ in a Coulomb field, $w_1$ and $w_3$ vanish too, and equality holds. For $1s^22s^2$ at $Z=4$ they do not. The orbital energies are $-8$ and $-2$ hartree, so $I=2$. At the $2s$ node, $r=2/Z=0.5$ bohr, an electron found there must come from $1s$. What remains lies $8-2=6$ hartree above the lowest three-electron energy, so $w_3=6$. Since $\phi_{2s}=0$ and $\rho=2\phi_{1s}^2$, equation (\ref{pairs}) gives
\begin{equation}
w_1=\frac2{\rho^2}\phi_{1s}^2|\nabla\phi_{2s}|^2
=\frac12\left(\frac{\phi_{2s}'}{\phi_{1s}}\right)^2=\frac{e^2}{4}=1.847 ,
\end{equation}
from $\phi_{1s}\propto e^{-4r}$ and $\phi_{2s}\propto(1-2r)e^{-2r}/\sqrt8$ with a common prefactor. Thus $L=-7.847$ hartree, the value found by differentiating $\sqrt\rho$. At 2 bohr, where $2s$ dominates the density, $L$ has shrunk to $-0.0028$ hartree.

\section{Two consequences}

\textbf{Q.} Does (\ref{ho}) restrict anything measurable?

\textbf{A.} Multiply it by $\sqrt\rho$ and integrate, moving one derivative by parts:
\begin{equation}
T_W+\int v\rho\,d^3r+NI\ \le\ 0 .
\label{int}
\end{equation}
For an atom, $\sqrt{\rho/N}$ is a normalised trial function for one electron in the field of the nucleus, so the first two terms are at least $-NZ^2/2$. Therefore $I\le Z^2/2$: the first ionisation energy never exceeds that of the one-electron ion with the same nuclear charge.

For helium, the configuration-interaction values give $2.8662-6.7520+2(0.9026)=-2.0806$ hartree, well below zero; near the basis limit the sum is about $-2.079$ hartree. A finite basis does not spoil this check. Taking the expectation value of (\ref{split}) and applying the variational principle within the basis gives $T+\int v\rho+NI\le0$, and $T_W\le T$ does the rest. The pointwise inequality, by contrast, was derived from the full eigenvalue equation and is not promised for an approximate $\psi$.

\textbf{Q.} And far from the nucleus?

\textbf{A.} Suppose $I>0$ and choose $R>Z/I$. For $r\ge R$ we have $-Z/r\ge-Z/R$, so
\begin{equation}
\Delta\sqrt\rho\ge\kappa^2\sqrt\rho,\qquad \kappa=\sqrt{2(I-Z/R)} .
\end{equation}
Let $M$ be the largest value of $\sqrt\rho$ on the sphere $r=R$. The function $F=M(R/r)e^{-\kappa(r-R)}$ obeys $\Delta F=\kappa^2F$, so $d=\sqrt\rho-F$ obeys $\Delta d\ge\kappa^2d$. Also $d\le0$ on the sphere. At infinity $d\to0$: outside the sphere $\sqrt\rho$ is subharmonic, so its value is at most its average over a surrounding unit ball, which vanishes far out because $\rho$ is integrable. If $d$ were positive somewhere, it would be subharmonic in that region, yet zero on its boundary and at infinity, which the maximum principle forbids. Hence
\begin{equation}
\sqrt{\rho(\mathbf r)}\le M\frac Rr\,e^{-\kappa(r-R)},\qquad r\ge R .
\end{equation}
Increasing $R$ brings $\kappa$ as near to $\sqrt{2I}$ as desired. This is an upper bound on the tail, not its asymptotic form: a larger ionisation energy forces a faster guaranteed decay.

\section*{Table of computed values}
\begin{verbatim}
Two electrons in a harmonic well
omega = 0.50 hartree
E(2) = 2.000000, E(1) = 0.750000, I = -1.250000 hartree
T = 0.664418, T_W = 0.635246 hartree
T - T_W = 0.029172 hartree
L = [(-Lap/2 + v + I) sqrt(rho)]/sqrt(rho); L, w1, w2, w3 in hartree
r/bohr  sqrt(rho)/bohr^-1.5   L         w1        w2        w3
  0.5   0.286083           -0.697153  0.033294  0.627877  0.035982
  1.0   0.249657           -0.614026  0.024306  0.557246  0.032473
  2.0   0.137648           -0.434028  0.009598  0.400594  0.023836
  3.0   0.046635           -0.316153  0.003774  0.295333  0.017046
  4.0   0.009463           -0.245462  0.001714  0.231248  0.012500
  6.0   0.000083           -0.167985  0.000497  0.160099  0.007389
Largest |L+w1+w2+w3|, step 0.02 bohr: 3.5e-05 hartree
Largest |L+w1+w2+w3|, step 0.004 bohr: 5.5e-08 hartree
Non-interacting electrons, Z = 4, r from 0.1 to 3.0 bohr
1s2: largest |L| = 2.0e-07 hartree
1s2 2s2: L from -9.5011 to -1.7e-05 hartree
1s2 2s2: L at r = 0.5 bohr: -7.847264 hartree
1s2 2s2: L at r = 1.0 bohr: -1.658529 hartree
1s2 2s2: L at r = 2.0 bohr: -0.002848 hartree
Hydrogenic orbitals, Z = 1: T and T_W in hartree
2p(+1), one electron: T = 0.12500, T_W = 0.06250
2pz and |2pz|, same spin: T = 0.25000, T_W = 0.25000
1s and 2pz, same spin: T = 0.62500, T_W = 0.50501
Weak form for |2pz| with exp(-r): -0.27851 (atomic units)
Nodal-plane integral for the same: -0.27851 (atomic units)
Free atoms, Hartree-Fock, basis def2-qzvp: T and T_W in hartree
He: T = 2.86162, T_W = 2.86162, T_W/T = 1.00000
Li: T = 7.43274, T_W = 7.19461, T_W/T = 0.96796
Be: T = 14.57300, T_W = 13.66202, T_W/T = 0.93749
Ne: T = 128.54685, T_W = 90.61307, T_W/T = 0.70490
He, full configuration interaction, basis def2-qzvp
E(He) = -2.90245, E(He+) = -1.99983, I = 0.90262 hartree
T = 2.90226, T_W = 2.86619 hartree
T - T_W = 0.03607 hartree
Nuclear attraction = -6.75203 hartree
T_W + attraction + 2 I = -2.08061 hartree
\end{verbatim}
